# Dipolar Hyperfine Integrals from Hermite Derivatives of the Nuclear-Attraction Integral

## The field of an electron spin at a nucleus

An unpaired electron surrounds a proton with a cloud of magnetic moment. The field of this cloud at the proton splits the magnetic resonance lines, and the splitting depends on the direction of the spin unless the second-rank angular part of the cloud about the proton, weighted by the inverse cube of the distance, averages to zero. Computing that anisotropy requires averaging the dipole field, which grows as the inverse cube of the distance, over a density that is generally nonzero at the proton itself. Direct quadrature must therefore handle a singular integrand. With Gaussian orbitals the average can instead be obtained from derivatives of a familiar Coulomb integral, provided the delta term that these derivatives contain is removed.

Consider a point nucleus at \(\mathbf C\) and one nonrelativistic electron in a real orbital \(\psi\), with \(\rho=\psi^2\). Spin–orbit contributions are omitted. The nuclear moment is \(g_p\mu_N\mathbf I\), and the electron moment density is \(-g_e\mu_B\mathbf S\rho\), with \(g_e>0\). The vector potential of a dipole \(\mathbf m\) at \(\mathbf r\) is \((\mu_0/4\pi)\nabla_C\times(\mathbf m/|\mathbf r-\mathbf C|)\). Its curl is the field:

\[
\boldsymbol{\mathcal B}=\frac{\mu_0}{4\pi}
\left[\nabla_C(\mathbf m\cdot\nabla_C)-\mathbf m\nabla_C^2\right]
\frac1{|\mathbf r-\mathbf C|}.
\]

Define

\[
V(\mathbf C)=\int\frac{\rho(\mathbf r)}{|\mathbf r-\mathbf C|}\,d^3r,
\qquad H_{ij}=\frac{\partial^2V}{\partial C_i\partial C_j}.
\]

Here \(V\) is the attraction integral without the minus sign of the electron's charge. Integrating the field over the moment density and inserting it in the energy \(-g_p\mu_N\mathbf I\cdot\boldsymbol{\mathcal B}\) gives two minus signs, which cancel. With the spin Hamiltonian \(h\,\mathbf S\cdot\mathcal A\cdot\mathbf I\) and lengths in bohr,

\[
\mathcal A_{ij}=K\left(H_{ij}-\delta_{ij}\operatorname{Tr}H\right),
\qquad
K=\frac{\mu_0}{4\pi}\frac{g_e\mu_Bg_p\mu_N}{h a_0^3}.
\tag{1}
\]

## The delta term in the second derivative

Put \(\mathbf x=\mathbf r-\mathbf C\), \(r=|\mathbf x|\) and \(\mathbf n=\mathbf x/r\). For a smooth density that decays at infinity, the derivatives of \(V=\int\rho(\mathbf C+\mathbf x)/r\,d^3x\) can act on \(\rho\):

\[
H_{ij}=\lim_{\epsilon\to0}\int_{r>\epsilon}
\frac1r\,\partial_i\partial_j\rho(\mathbf C+\mathbf x)\,d^3x .
\]

The omitted ball contributes only \(O(\epsilon^2)\). Integrate by parts twice. The outward normal of the integration region on the small sphere is \(-\mathbf n\). The first surface term is \(-\oint n_i\epsilon^{-1}(\partial_j\rho)\epsilon^2d\Omega\), which vanishes with \(\epsilon\). The second is

\[
\oint n_j\left(\partial_i\frac1r\right)\rho\,\epsilon^2d\Omega
=-\oint n_in_j\rho\,d\Omega
\longrightarrow-\frac{4\pi}{3}\delta_{ij}\rho(\mathbf C),
\]

because \(\partial_i(1/r)=-n_i/r^2\) and the angular average of \(n_in_j\) is \(\delta_{ij}/3\). The remaining volume integral is the dipolar tensor,

\[
T_{ij}=\lim_{\epsilon\to0}\int_{r>\epsilon}
\rho\,\frac{3x_ix_j-\delta_{ij}r^2}{r^5}\,d^3x .
\]

The limit exists. The constant term of \(\rho\) about the nucleus has zero angular average with \(3n_in_j-\delta_{ij}\), the linear term vanishes by parity, and the quadratic remainder gives an integrable radial factor. Thus

\[
H_{ij}=T_{ij}-\frac{4\pi}{3}\delta_{ij}\rho(\mathbf C).
\tag{2}
\]

Since \(T\) has zero trace, \(\operatorname{Tr}H=-4\pi\rho(\mathbf C)\), and

\[
T_{ij}=H_{ij}-\frac{\delta_{ij}}3\operatorname{Tr}H.
\tag{3}
\]

Equations (1) and (2) then give

\[
\mathcal A_{ij}=K\left[T_{ij}+\frac{8\pi}{3}\delta_{ij}\rho(\mathbf C)\right].
\tag{4}
\]

The second term is the Fermi contact interaction. Its coefficient \(+8\pi/3\) differs from the \(-4\pi/3\) in the Hessian because the magnetic operator also contains \(-\delta_{ij}\nabla^2\). If the trace were left in \(H\) and the contact term then added, the isotropic coupling would be half its correct value.

These relations are linear in the density. They hold for each product \(\rho_{ab}=\chi_a\chi_b\) of real basis functions, and the products may be summed afterwards.

## Hermite expansion of the product

Let the two Gaussians have exponents \(a,b\) and centres \(\mathbf A,\mathbf B\). Set

\[
p=a+b,\qquad \mathbf P=\frac{a\mathbf A+b\mathbf B}{p},
\qquad \mathbf D=\mathbf P-\mathbf C.
\]

In one dimension, completing the square gives

\[
a(x-A)^2+b(x-B)^2=p(x-P)^2+\frac{ab}{p}(A-B)^2 .
\]

Define \(\Lambda_t=(\partial/\partial P)^t e^{-p(x-P)^2}\) and write the product with its polynomial factors as \(\sum_tE_t\Lambda_t\). Two s functions have the single coefficient \(E_0=\exp[-ab(A-B)^2/p]\). To add a factor \(x-A\), first note that \(\Lambda_1=2p(x-P)\Lambda_0\). Differentiating this \(t\) times with respect to \(P\) gives

\[
\Lambda_{t+1}=2p\left[(x-P)\Lambda_t-t\Lambda_{t-1}\right],
\]

or \((x-P)\Lambda_t=\Lambda_{t+1}/(2p)+t\Lambda_{t-1}\). Since \(x-A=(x-P)+(P-A)\), collecting the coefficient of each \(\Lambda_t\) yields

\[
E'_t=\frac{E_{t-1}}{2p}+(P-A)E_t+(t+1)E_{t+1}.
\tag{5}
\]

Coefficients outside the existing range are zero. A factor \(x-B\) uses \(P-B\) instead. The three-dimensional coefficient \(E_{tuv}\) is the product of the Cartesian coefficients.

## The Coulomb integral and its derivatives

For the s-type product, use

\[
\frac1{|\mathbf r-\mathbf C|}=\frac2{\sqrt\pi}\int_0^\infty
e^{-q^2|\mathbf r-\mathbf C|^2}\,dq .
\]

The integral over \(\mathbf r\) gives \([\pi/(p+q^2)]^{3/2}\exp[-pq^2D^2/(p+q^2)]\). Substitute \(s^2=q^2/(p+q^2)\), so that \(p+q^2=p/(1-s^2)\) and \(dq=\sqrt p\,(1-s^2)^{-3/2}ds\). The powers of \(1-s^2\) cancel:

\[
\int\frac{e^{-p|\mathbf r-\mathbf P|^2}}{|\mathbf r-\mathbf C|}\,d^3r
=\frac{2\pi}{p}F_0(pD^2),\qquad
F_n(w)=\int_0^1s^{2n}e^{-ws^2}ds .
\]

These \(F_n\) are the Boys functions. Let \(R_{tuv}\) be the derivative of \(F_0(pD^2)\) of orders \(t,u,v\) with respect to \(P_x,P_y,P_z\). A Hermite Gaussian then has potential \((2\pi/p)R_{tuv}\). Because \(R\) depends on \(\mathbf P-\mathbf C\), each derivative with respect to \(\mathbf C\) is minus one with respect to \(\mathbf P\). Two such signs cancel, and the \(E_{tuv}\) do not depend on \(\mathbf C\). Therefore

\[
H_{ij}=\frac{2\pi}{p}\sum_{tuv}E_{tuv}
R_{tuv+\mathbf e_i+\mathbf e_j},
\tag{6}
\]

where \(\mathbf e_i\) raises the index of direction \(i\) by one.

To generate \(R\), let \(R^n_{tuv}\) denote the same derivatives of \((-2p)^nF_n(pD^2)\). Since \(F_n'=-F_{n+1}\),

\[
\frac{\partial}{\partial P_x}\left[(-2p)^nF_n\right]
=D_x(-2p)^{n+1}F_{n+1}.
\]

Applying \(t\) further \(x\)-derivatives, of which at most one can act on \(D_x\), gives

\[
R^n_{t+1,u,v}=D_xR^{n+1}_{tuv}+tR^{n+1}_{t-1,u,v},
\tag{7}
\]

and similarly for \(y,z\). The required integrals are \(R_{tuv}=R^0_{tuv}\). For total angular powers \(l_a,l_b\), the highest Boys order is \(L=l_a+l_b+2\). A full table with all auxiliary levels has \(\binom{L+4}{4}\) entries, which is 210 for two d functions.

## Removing the trace, and its limits

For two s functions, equation (7) gives

\[
H_{ij}=\frac{2\pi}{p}E_{000}
\left(-2p\,\delta_{ij}F_1+4p^2D_iD_jF_2\right).
\]

With \(w=pD^2\), integrating \(F_n\) by parts gives

\[
F_n(w)=\frac{2wF_{n+1}(w)+e^{-w}}{2n+1}.
\tag{8}
\]

For \(n=1\) this means \(2wF_2=3F_1-e^{-w}\). The trace of the bracket is consequently

\[
-6pF_1+4pwF_2=-6pF_1+2p(3F_1-e^{-w})=-2pe^{-w}.
\]

Multiplication by \((2\pi/p)E_{000}\) gives \(-4\pi\rho_{ab}(\mathbf C)\), as required. Differentiating the identity with respect to \(\mathbf P\) extends it to every Hermite order. Removing the trace cancels \(F_1\):

\[
T_{ij}=8\pi pE_{000}F_2(w)
\left(D_iD_j-\frac{\delta_{ij}}3D^2\right).
\tag{9}
\]

At \(D=0\) the product is spherical about the nucleus and \(T=0\), although \(\operatorname{Tr}H\neq0\). At large \(w\), extending the upper limit of the Boys integral to infinity after scaling gives \(F_2\to3\sqrt\pi/(8w^{5/2})\). Then

\[
T_{ij}\to E_{000}\left(\frac{\pi}{p}\right)^{3/2}
\frac{3D_iD_j-\delta_{ij}D^2}{D^5},
\]

which is the point-dipole tensor times the integral of the product density.

## Numerical errors

**Boys functions.** Equation (8) is used downward from the highest order. An error \(\delta_{n+1}\) becomes \(\delta_n=2w\delta_{n+1}/(2n+1)\), so the relative error is multiplied by

\[
\frac{2wF_{n+1}}{(2n+1)F_n}
=1-\frac{e^{-w}}{(2n+1)F_n}<1 .
\]

Inherited relative error therefore never grows: it is damped strongly for small \(w\) and passed on almost unchanged for large \(w\), where \(e^{-w}\) is negligible. The addition involves positive terms. Upward recurrence subtracts \(e^{-w}\) from \((2n+1)F_n\). For small \(w\), where \(F_n\simeq1/(2n+1)\), it multiplies relative error by about \((2n+3)/(2w)\). The starting value can be found by repeated use of equation (8),

\[
F_n=e^{-w}\sum_{k=0}^{\infty}
\frac{(2w)^k}{(2n+1)(2n+3)\cdots(2n+2k+1)},
\]

which has no cancellation. For larger \(w\), the substitution \(y=ws^2\) gives \(F_n=\gamma(n+\tfrac12,w)/(2w^{n+1/2})\), with \(\gamma\) the lower incomplete gamma function.

**Trace subtraction.** Let \(\varepsilon\) be the relative rounding error of the Hessian elements. By equation (2) these elements have size up to \(|T|+(4\pi/3)|\rho_{ab}(\mathbf C)|\), so \(T\) carries an absolute error of order \(\varepsilon\) times this sum. When the removed term dominates, the error is of order \(\varepsilon(4\pi/3)|\rho_{ab}(\mathbf C)|\). For an s–s pair with small \(w\), \(F_2\simeq1/5\), and along \(\mathbf D\) equation (9) gives \(T_{\parallel}\simeq(16\pi/15)E_{000}w\). Dividing the removed term by this value gives an amplification of about \(5/(4w)\). The relative error grows as the tensor approaches zero, while the absolute error remains small compared with the removed term. Equation (9) avoids this cancellation when an individual small s–s integral is needed accurately.

**Numerical differentiation.** A central second difference of \(V\) with step \(d\) has truncation error of order \(d^2M/12\), where \(M\) is the size of the fourth derivative. Errors \(\eta\) in the potentials add up to \(4\eta/d^2\). Minimizing the sum gives \(2\sqrt{\eta M/3}\), so about half the digits of \(V\) are lost when \(M\) is of order one. Equation (6) has no step error.

## A pair worked by hand

Take unnormalized Gaussians with exponent 0.8 at the nucleus and exponent 0.4 at a distance of 1.5 bohr along \(z\). Then \(p=1.2\), \(D_z=0.4(1.5)/1.2=0.5\), and \(w=1.2(0.5)^2=0.3\). The required values are \(F_1=0.279291\), \(F_2=0.161758\) and \(F_3=0.113290\). For the s–s product,

\[
E_0=e^{-0.6}=0.548812,\qquad
R_{200}=-2.4F_1=-0.670299,
\]
\[
R_{002}=-2.4F_1+4(1.2)^2(0.5)^2F_2=-0.437366 .
\]

Multiplication by \((2\pi/1.2)E_0\) gives \(H_{xx}=H_{yy}=-1.92615\) and \(H_{zz}=-1.25680\). Their sum is \(-5.10911\), one third of which is \(-1.70304\). Hence

\[
T_{zz}=-1.25680+1.70304=0.44623,
\]
\[
T_{xx}=-1.92615+1.70304=-0.22312,
\]

where the last digits reflect the unrounded values. The Hessian element and the dipolar element along \(z\) have opposite signs.

Now replace the function at the nucleus by a \(p_z\) function with the same exponent. Equation (5) gives \(E_0=0.5(0.548812)=0.274406\) and \(E_1=0.548812/2.4=0.228672\). The new Coulomb derivative is

\[
R_{003}=3D_z(4p^2F_2)-8p^3D_z^3F_3=1.201828,
\]

so

\[
H_{zz}=\frac{2\pi}{1.2}
\left[0.274406(-0.437366)+0.228672(1.201828)\right]
=0.81057 .
\]

The \(p_z\) function vanishes at the nucleus, the trace is zero, and \(T_{zz}=H_{zz}\).

## The proton tensor of H2+

The molecular example is H2+ with nuclei fixed 2 bohr apart along \(z\). Its single electron leaves no electron correlation to omit. The orbital minimizes the energy in an even-tempered Gaussian basis, in which successive exponents have a fixed ratio. The smaller basis has 10 s, 5 p and 2 d shells per centre; the larger contains it and has 14, 7 and 4.

In the larger basis the density at a proton is \(0.2082\) bohr\(^{-3}\), and \(\operatorname{Tr}H=-4\pi\rho=-2.6164\) bohr\(^{-3}\). From \(H_{zz}=-0.7067\) bohr\(^{-3}\),

\[
T_{zz}=-0.7067+\frac{2.6164}{3}=0.1654\ \text{bohr}^{-3},
\]

while \(T_{xx}=T_{yy}=-0.0827\) bohr\(^{-3}\). Half an electron concentrated at the other proton would give \(\tfrac12(2/2^3)=0.125\) bohr\(^{-3}\). This estimate has the correct sign and about three quarters of the size, but it is only a rough guide. The half of the cloud beyond the midplane of the bond is spread out and gives about \(0.11\) bohr\(^{-3}\), and the half on the proton's own side, which is not spherical about it, gives about \(0.06\) bohr\(^{-3}\).

With \(K=533.55\) MHz bohr\(^3\), the dipolar couplings are about \(88\) MHz along the bond and \(-44\) MHz across it. The contact coupling is

\[
533.55\left(\frac{8\pi}{3}\right)(0.2082)\simeq 931\ \text{MHz}.
\]

The total couplings are thus about 1020 MHz parallel and 890 MHz perpendicular to the bond. Using \(H_{zz}\) as if it were \(T_{zz}\) would give a parallel dipolar coupling of \(-377\) MHz.

The basis is the main visible numerical uncertainty. Relative to the larger-basis values, enlarging the basis changes \(T_{zz}\) by 1.8% and the proton density by 3.7%, but the total energy by only 0.004%. This difference in sensitivity is expected. If the orbital error has amplitude \(\delta\), the variational energy error is of order \(\delta^2\), because the energy is stationary. The error of another expectation value is generally first order in the orbital error. For operators that are singular at the nucleus, as both of these are, it depends on where the orbital error lies and can be much larger than its overall amplitude suggests. The changes between two bases are not bounds on the remaining error. The exact orbital, which separates in prolate spheroidal coordinates, gives a proton density of \(0.2097\) and \(T_{zz}=0.1660\) bohr\(^{-3}\). The larger-basis values are therefore 0.7% and 0.4% low, and the contact coupling at this geometry is about 937 MHz. The total couplings become about 1026 MHz parallel and 893 MHz perpendicular to the bond, some 6 to 7 MHz above the larger-basis values.

The contact density has an additional difficulty. Near a proton the terms \(-\psi'/r\) and \(-\psi/r\) of the Schrödinger equation must cancel, so the spherically averaged exact orbital has slope \(-\psi(0)\) there. A finite sum of Gaussians is smooth and has zero averaged slope. The two quantities respond to different parts of the basis. Enlarging only the s set, which adds tighter functions near the cusp, raises the density from \(0.2006\) to \(0.2082\) bohr\(^{-3}\) and leaves \(T_{zz}\) at \(0.1624\). Enlarging only the p and d sets raises \(T_{zz}\) to \(0.1654\) and leaves the density at \(0.2006\).

The numerical check compares four Gaussian pairs with independent integrations. The largest differences, in atomic units, are \(2.4\times10^{-13}\) for \(T\) by spherical quadrature and \(2.7\times10^{-8}\) for the full magnetic tensor by a Biot–Savart integral. For H2+, quadrature of the same Gaussian orbital reproduces \(T_{zz}\) to all eight printed decimals. Integration error is therefore negligible beside the basis changes.

The molecular values still omit nuclear motion, relativity, the finite size of the proton, and radiative corrections beyond the free-electron \(g\) factor. Near a heavy nucleus, the nonrelativistic operator and the point-nucleus assumption need replacement; a more accurate evaluation of equation (6) cannot supply the missing physics.

## Values computed for the example and the checks

```
HAND-SIZED PAIR, unnormalized, atomic units
exponent at nucleus: 0.8 bohr^-2
other exponent: 0.4 bohr^-2
centre separation: 1.5 bohr
summed exponent p: 1.2 bohr^-2
product-centre displacement D_z: 0.500 bohr
Boys argument: 0.300 (dimensionless)
F_0: 0.90839288 (dimensionless)
F_1: 0.27929109 (dimensionless)
F_2: 0.16175844 (dimensionless)
F_3: 0.11328992 (dimensionless)
s-s E_0: 0.54881164 (dimensionless)
pz-s E_0: 0.27440582 bohr
pz-s E_1: 0.22867152 bohr^2
R_(2, 0, 0): -0.67029863 bohr^-2
R_(0, 0, 2): -0.43736648 bohr^-2
R_(0, 0, 1): -0.33514931 bohr^-1
R_(2, 0, 1): 0.46586429 bohr^-3
R_(0, 0, 3): 1.20182789 bohr^-3
s-s H_xx: -1.92615070 a.u.
s-s H_zz: -1.25680363 a.u.
s-s trace H: -5.10910502 a.u.
s-s T_xx: -0.22311569 a.u.
s-s T_zz: 0.44623138 a.u.
pz-s H_xx: -0.40528613 a.u.
pz-s H_zz: 0.81057226 a.u.
pz-s T_zz: 0.81057226 a.u.
largest dipole quadrature difference: 2.4e-13 a.u.
largest finite-difference difference: 7.5e-07 a.u.
largest Biot-Savart difference: 2.7e-08 a.u.
H2+, clamped nuclei; s/p/d shells per centre: 10/5/2 and 14/7/4
bond length: 2.0 bohr
small-basis total energy: -0.60260248 hartree
large-basis total energy: -0.60262894 hartree
small-basis T_zz: 0.16239184 bohr^-3
large-basis T_zz: 0.16542337 bohr^-3
large-basis T_xx: -0.08271169 bohr^-3
quadrature T_zz: 0.16542337 bohr^-3
half electron at other proton, T_zz: 0.125000 bohr^-3
small-basis density at proton: 0.200594 bohr^-3
large-basis density at proton: 0.208207 bohr^-3
untreated H_zz: -0.706711 bohr^-3
trace H: -2.616402 bohr^-3
conversion K: 533.55284 MHz bohr^3
dipolar A_zz: 88.262 MHz
dipolar A_xx: -44.131 MHz
contact A_iso: 930.66 MHz
total A_parallel: 1018.92 MHz
total A_perpendicular: 886.53 MHz
wrong dipolar A_zz with trace left in: -377.07 MHz
```
